Why likelihood-ratio sensitivities become noisy in long growth simulations

**Q.** I run kinetic Monte Carlo simulations of film growth and want to know how the final adatom number responds to the hop rate. The likelihood-ratio method gives me this derivative without changing the rate, but longer runs make the answer noisier. What am I averaging?

**A.** Take a Markov growth model in which event r has rate a_r(x) in configuration x. Let c multiply the rates of one class K, here the hops, and enter nowhere else. The duration T and the initial distribution p₀ stay fixed when c is varied. A path with events r₁, r₂, … at times t₁, t₂, … has probability density

P = p₀(x₀) · Π_j a_{r_j}(x just before t_j) · exp(−∫₀ᵀ a_tot dt).

The product holds the rates of the events that happened; the exponential is the probability that nothing else happened. In ln P, each affected event contributes ln c, with derivative 1 with respect to ln c. In the integral, every rate in K is proportional to c, so its derivative is the rate itself. With A = Σ_{r∈K} a_r and N the number of affected events,

S = ∂ln P/∂ln c = N − ∫₀ᵀ A dt.

This is the score. For an observable f that does not itself contain c, summing over paths gives

∂E[f]/∂ln c = Σ f ∂P/∂ln c = Σ f P ∂ln P/∂ln c = E[fS].

I assume finite moments and that the derivative may be taken inside the sum. Choosing f = 1 gives E[S] = 0, so E[fS] is also the covariance of f and S. You are averaging f times the difference between the number of hops that happened and the total hop rate integrated along the same path.

**Q.** How large is that difference typically?

**A.** Follow S through a short time dt, with the history known. An affected event occurs with probability A dt, so dS = dN − A dt has

E[dS | history] = A dt − A dt = 0,
E[dS² | history] = A dt + O(dt²).

The second line holds because dN is 0 or 1, hence dN² = dN. Now expand the square:

(S + dS)² = S² + 2S dS + dS².

The middle term averages to zero, because S is known before dS is drawn. Therefore dE[S²]/dt = E[A], and since S starts at zero,

Var S = ∫₀ᵀ E[A] dt = E[N].

The last equality is E[S] = 0 rearranged. The score performs a random walk whose mean squared length is the expected number of affected events.

**Q.** Does that assume that hops are independent, with Poisson statistics?

**A.** No. The rates may depend on the whole configuration. As a test, consider five sites with at most one atom each, initially empty, for a time 12 in dimensionless units. Deposition has rate 0.3 per empty site. Hops have rate 1 in each allowed direction, multiplied by a factor e^(−0.8) per occupied neighbour; an atom on an end site can also hop off the row and is then removed. The expected hop count is 18.82 and the score variance, found separately from a master equation, is 18.82. The hop number itself has a variance of 37.1 (36.85 in 4000 sampled runs), so it is far from Poisson. The hop number is S plus the integrated rate, which varies from path to path with the configuration: the variance of S contributes 18.82, that of the integrated rate 15.85, and twice their covariance 2.44.

**Q.** And if my parameter is an energy barrier?

**A.** For a general parameter, let w_r be the derivative of ln a_r. Then dS = Σ w_r(dN_r − a_r dt). Two events in the same dt have probability of order dt², so cross terms drop out and

Var S = E∫₀ᵀ Σ_r w_r² a_r dt.

This is a plain count when w_r = 1 on the affected class. For a hop rate h = ν exp(−E_b/kT), w = −1/kT, and the variance is E[N]/(kT)². In the five-site model, a parameter with w = −(2 + 0.8m), where m is the number of occupied neighbours, gave a score variance of 104.56, equal to the weighted count and unlike the plain count of 18.82.

If p₀ also depends on c, its score ∂ln p₀/∂ln c must be added. It is uncorrelated with the later increments, so its variance adds to E[N].

**Q.** But I average f times S, not S. Could the two fluctuations compensate?

**A.** The variance of S does not settle that by itself, so take a model that can be solved. A row of L terrace sites lies between two absorbing steps. Atoms arrive at rate F per site, hop at rate h in each direction, and ignore one another. The observable is n, the adatom number at time T. The run starts from steady flow.

Let m_x be the mean number of hops from site x to a step. One hop is made, then the walk continues from either neighbour:

m_x = 1 + (m_{x−1} + m_{x+1})/2, with m₀ = m_{L+1} = 0.

The solution is m_x = x(L+1−x), since its second difference is −2. Averaging over landing sites,

M = (1/L)[(L+1)·L(L+1)/2 − L(L+1)(2L+1)/6] = (L+1)(L+2)/6.

Each hop takes a mean time 1/(2h), so the mean lifetime is τ̄ = M/(2h). With R = FL atoms arriving per unit time,

θ = E[n] = Rτ̄, E[N] = 2hθT = RTM.

Since θ is proportional to 1/h, the sensitivity after many lifetimes is −θ. It stops growing, while E[N] does not.

**Q.** Then what is the variance of the product?

**A.** First subtract θ from n. Because E[S] = 0, this leaves the mean of the product unchanged. The atoms involved in the run form a Poisson collection, with mean number Λ. Atom i carries n_i, equal to 1 if it is on the terrace at the end and 0 otherwise, and its own score S_i. Averaging over the Poisson number of independent atoms gives

ln E[e^(un+sS)] = Λ(E[e^(un_i+sS_i)] − 1).

Hence the joint cumulants are κ_ab = Λ E[n_i^a S_i^b]. Because n_i² = n_i, κ₂₀ = θ. Also κ₀₂ = E[N] and κ₁₁ = Cov(n,S). For two variables of zero mean, the fourth moment is

E[(n−θ)²S²] = κ₂₀κ₀₂ + 2κ₁₁² + κ₂₂.

Subtracting the squared mean κ₁₁² leaves

Var[(n−θ)S] = θE[N] + Cov(n,S)² + C, C = Λ E[n_i S_i²].

C is the summed squared score of the atoms still present. To find it, let p_x be the mean occupation of site x, and let P₁(x) and P₂(x) be the summed means of S_i and S_i² for atoms there. Define (Bv)_x = h(v_{x−1} + v_{x+1} − 2v_x), with v zero at the steps, so that B + 2h describes arrival by a hop. A hop changes S_i to S_i + 1; waiting lowers it at rate 2h. Thus

dP₁/dt = (B+2h)(P₁+p) − 2hP₁ − 2hp = BP₁ + Bp,
dP₂/dt = (B+2h)(P₂+2P₁+p) − 2hP₂ − 4hP₁ = BP₂ + 2BP₁ + (B+2h)p.

At long times the first line gives P₁ = −p. The second becomes BP₂ = Bp − 2hp, so P₂ = p + 2h(−B)⁻¹p. Let t_x be the mean remaining lifetime from x, which obeys −Bt = 1. Then p = Ft, and since B is symmetric,

C → θ + 2hΣ_x p_x t_x = θ + 2hFΣ_x t_x².

The second moment u_x of the remaining lifetime obeys −Bu = 2t, so its landing-site average is E[τ²] = (2/L)Σ_x t_x². Therefore

C → θ + hR E[τ²].

This does not grow with T. The product variance grows as θE[N], and there is no compensation. In the long-run limit the relative noise per run is

√(θE[N])/θ = √(E[N]/θ) = √(2hT).

**Q.** Which events cause the trouble?

**A.** The old ones. Let q be the change of p per unit change of ln h, starting from the fixed steady flow. Since Bp = −F at every site, dq/dt = Bq − F. Expanding in the modes of B, with decay rates λ_k, gives

Cov(n,S) = −Σ_k θ_k(1 − e^(−λ_k T)), Σ_k θ_k = θ.

Here θ_k is the share of mode k in the adatom number. The same formula, with w in place of T, gives the covariance with the score from the last interval w. The older score supplies the difference,

Cov(n,S_old) = −Σ_k θ_k(e^(−λ_k w) − e^(−λ_k T)).

It becomes negligible when w is several times the longest decay time 1/λ_k, because nearly all the atoms that made those hops have left. Their variance remains. A test used L = 3, F = 0.1 and h = 1, hence θ = 0.5. Score collected for a time 45 and followed by an unscored interval of 15 had a covariance of −7.6×10⁻⁵ with n, but a product variance of 22.50. This equals θE[N_old] = 0.5 × 45.

For other models with finite memory, the same reasoning suggests a noise variance near Var(f)·E[N] for a centred final-time observable. I have derived it here for independent adatoms.

**Q.** Put in numbers from a growth chamber.

**A.** Take rough values for oxide molecular-beam epitaxy, and assume that the film grows by step flow: 900 K, 0.1 layer/s, and 50 sites of 0.4 nm, a 20 nm terrace. The hop barrier of 1.2 eV and attempt rate of 10¹³ s⁻¹ are round model values. With kT = 0.07756 eV, h = 1.907×10⁶ s⁻¹. Then

M = 51 × 52/6 = 442 hops,
τ̄ = 442/(2 × 1.907×10⁶ s⁻¹) = 1.16×10⁻⁴ s,
θ = 5 s⁻¹ × 1.16×10⁻⁴ s = 5.80×10⁻⁴.

Ten layers take 100 s, so

E[N] = 5 × 100 × 442 = 2.21×10⁵.

The score spread is 470, or 6.1×10³ eV⁻¹ for the barrier. The product variance consists of θE[N] = 128, C = 0.30 and θ² = 3×10⁻⁷. Relative to the sensitivity, the noise per run is 1.96×10⁴. An error of 10% therefore needs (1.96×10⁴/0.1)² ≈ 3.8×10¹⁰ runs. At one layer it is 3.9×10⁹ and at 100 layers 3.8×10¹¹: the number of runs grows in proportion to time, and each run is longer as well.

**Q.** Can I discard the old hops?

**A.** For this observable, yes. Run the full growth but start the score ten lifetimes, 1.16×10⁻³ s, before the end. The missing signal is 0.02%, and the variance falls by a factor of 423. About 9×10⁷ runs are still needed for a 10% statistical error. The window contains on average 5 × 1.16×10⁻³ × 442 ≈ 2.6 hops, so θE[N] is negligible there and C dominates. The remaining relative variance, C/θ² ≈ 9×10⁵, is the product of two factors: 1/θ ≈ 1.7×10³, because an adatom is rarely present at the chosen instant, and C/θ ≈ 520, the mean squared score of an atom that is present.

**Q.** What if I average n over the whole run?

**A.** Then the growth can disappear. Let n̄ be the time average. The covariance of n at two times s apart is the mean number of present atoms that survive for s; its integral over s is Σ_x p_x t_x = R E[τ²]/2. Hence Var n̄ → (2/T) · R E[τ²]/2 = R E[τ²]/T. The cumulant formula now gives

Var[(n̄−θ)S] → (R E[τ²]/T)(RTM) + θ² = R²E[τ²]M + θ².

The remaining cumulant is of order 1/T, because each atom contributes its residence time divided by T. On the three-site terrace the variance was 2.02 at time 300 and 1.98 at 600, approaching 1.95.

Centring matters here. Using n̄S instead adds θ²E[S²] = θ²E[N], besides a term that stays bounded. The three-site values were then 81 and 156; the increase of 75 is 0.5² × 300. In the ten-layer example, the relative noise is about 32 with centring in the long-time limit, against a leading part of 470 without it. Once many atoms have passed over the terrace, even the centred estimate gains almost nothing from a longer run, whereas the spread of n̄ itself falls as 1/√T.

**Q.** Would simply changing the hop rate be better?

**A.** For the final adatom number, yes. Run independently at he^δ and he^(−δ), with all other settings fixed. After many lifetimes the means are θe^(−δ) and θe^δ, and the Poisson variances equal them. For D = (n₊ − n₋)/(2δ),

E[D] = −θ sinh δ/δ, Var D = θ(e^δ + e^(−δ))/(4δ²) = θ cosh δ/(2δ²).

Neither contains T. At δ = 0.1 the bias is 0.17% of the sensitivity and Var D = 0.029. Each D uses two runs; at equal run number, the full-score variance for ten layers is about 2200 times larger. With the score limited to the last ten lifetimes the variance is about 0.30, and the factor drops to about 5.

**Q.** How far should I trust these figures for a real film?

**A.** They show scale, not a prediction for a particular oxide, which has several mobile species. With steps 0.4 nm high, a 20 nm terrace corresponds to a miscut of about 1°; a smaller miscut gives wider terraces.

If adatoms that meet soon separate again, the largest neglected effects estimated here are in the step edges and the second dimension. If one edge is fully blocked, the adatom number rises 3.9 times. Only atoms on the site next to the blocked edge lose a hop direction, so the leading relative noise falls by less than 1%. Equally fast hops along the step double E[N] and raise the noise by √2, to about 2.8×10⁴ at ten layers. Adding independent rows multiplies θ and E[N] alike and leaves √(E[N]/θ), the leading noise of the centred product, unchanged. With plain nS the relative noise grows once θ is no longer small compared with 1.

Adatom encounters are roughly 0.02 per atom. This estimate takes the 2M hops an atom makes in two dimensions, doubles them because the other atoms move too, and multiplies by the density θ/L. The result, 4Mθ/L, grows nearly as L⁴ at fixed F and h. On a terrace ten times wider it is roughly 200 per atom on average, repeated meetings included, so rare encounters can no longer justify treating the atoms as independent. Even the small value here is harmless only if pairs break up quickly. If they were stable and immobile, the first would typically form before one layer is complete on an area of 50 × 50 sites, and islands would grow between the steps. Step flow at these settings therefore requires pairs that break up, or move to a step, before they grow. The equality Var S = E[N] survives, since it never required independent atoms. Detachment from steps, with an assumed net energy of 1.3 eV to turn a step atom into an adatom, would add 0.5% to the adatom density. Desorption, with an assumed barrier of 2.5 eV, would remove about one atom in 10⁵. The numerical output lists these estimates with the other values.

Numbers as computed

```
Interacting test: expected hops 18.8167, score variance 18.8171
Interacting test: sampled mean hops 18.85, mean squared score 19.25 (4000 runs)
Interacting test: variance of hop number 36.85
Interacting test: d(mean adatoms)/d(ln hop rate) -1.1560
Unequal weights: score variance 104.558, weighted count 104.555
Small terrace: old-score covariance -7.60e-05, product variance 22.500, mean adatoms 0.500
Small terrace: centred time-average variance 2.020, 1.986 at times 300, 600; limit 1.950
Small terrace: uncentred variance 81.0, 156.0 at the same times
Temperature 900 K, kT 0.07756 eV, hop barrier 1.2 eV
Attempt rate 1.0e+13 1/s, hop rate each way 1.9068e+06 1/s
Deposition 0.1 layer/s, 50 sites, spacing 0.4 nm, terrace width 20.0 nm
Mean hops per atom 442.00, adatom lifetime 1.1590e-04 s
Sampled per atom: hops 446.7, squared score 442.0
Mean adatoms per row 5.7952e-04, sensitivity to ln hop rate -5.7952e-04
1 layers: time 10 s, expected hops 2.2100e+04, score spread 148.7
  barrier-score spread 1.917e+03 1/eV, relative noise per run 6.248e+03
  runs for 10% error 3.903e+09
10 layers: time 100 s, expected hops 2.2100e+05, score spread 470.1
  barrier-score spread 6.062e+03 1/eV, relative noise per run 1.955e+04
  runs for 10% error 3.823e+10
100 layers: time 1000 s, expected hops 2.2100e+06, score spread 1486.6
  barrier-score spread 1.917e+04 1/eV, relative noise per run 6.176e+04
  runs for 10% error 3.814e+11
10 layers, variance parts: theta*E[N] 1.2807e+02, theta^2 3.358e-07, C 3.0216e-01
Recent window 1.159e-03 s: missing signal 0.0225 %, variance reduced 422.9 times
Recent window: runs for 10% statistical error 9.039e+07
Time average, 10 layers: relative noise centred 32.3 (long-time limit), uncentred leading part 470.1
Finite difference, log shift 0.1: bias 0.167 %, variance 2.912e-02
10 layers: score / finite-difference variance at equal run number 2204.2
Neglected: one step edge fully blocked raises adatom number 3.885 times
Neglected: equal-rate hops along the step raise hop count 2.00 times
Neglected: rough adatom encounters per atom 0.0205
Neglected: detachment, assumed 1.3 eV, density ratio 4.53e-03
Neglected: desorption, assumed 2.5 eV, lost fraction 1.16e-05
Neglected: step advance in one adatom lifetime 2.32e-04 nm
```
